# Threefold rotation of reduced k-point coordinates and symmetry reduction of meshes, part 1

(Sections cited here and not found follow in the second part.)

## The problem

A hexagonal lattice has the primitive vectors

$$\mathbf a_1=a\,(1,0,0),\qquad \mathbf a_2=a\,\left(-\tfrac12,\tfrac{\sqrt3}{2},0\right),\qquad \mathbf a_3=c\,(0,0,1),$$

and the reciprocal vectors are defined by $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$. A position is written $\mathbf r=\sum_i x_i\mathbf a_i$ and a wave vector $\mathbf k=\sum_j\kappa_j\mathbf b_j$. The columns of numbers $x$ and $\kappa$ are the direct and reciprocal reduced coordinates. $R$ is the rotation by $+120^\circ$ about $z$, acting actively: it turns the vectors and leaves the basis fixed. Each lattice point carries one $s$ orbital with on-site energy zero and a hopping amplitude $-t$ to its six neighbours in the layer; the orbitals are orthonormal and the layers are uncoupled. The model parameters are $a=3$ Å, $c=5$ Å and $t=1$ eV.

(a) Find the matrix by which $R$ acts on $x$ and the matrix by which it acts on $\kappa$.

(b) Find the image of the point $K$ with $\kappa=(1/3,1/3)$.

(c) Use the group $\{1,R,R^2\}$ to reduce the $\Gamma$-centred $3\times3$ mesh $\kappa=(n_1,n_2)/3$, and compute the averages $\langle\varepsilon\rangle$ and $\langle\varepsilon^2\rangle$ of the band energy from the reduced set.

(d) If one matrix is taken for the other in the reduction, does the error disappear on a finer mesh?

## What every solution needs

The rotation leaves $\mathbf a_3$ and $\mathbf b_3$ fixed and the band does not depend on $\kappa_3$, so for this lattice only the two in-plane coordinates are written.

A Bloch sum over the orbitals has the energy $\varepsilon(\mathbf k)=-t\sum_{\boldsymbol\delta}e^{i\mathbf k\cdot\boldsymbol\delta}$, where $\boldsymbol\delta$ runs over the six neighbour vectors. These are $\pm\mathbf a_1$, $\pm\mathbf a_2$ and $\pm(\mathbf a_1+\mathbf a_2)$. The last pair has the right length because $\mathbf a_1\cdot\mathbf a_2=-a^2/2$ gives $|\mathbf a_1+\mathbf a_2|^2=a^2+a^2-a^2=a^2$. For $\boldsymbol\delta=m_1\mathbf a_1+m_2\mathbf a_2$ the definition of the $\mathbf b_j$ gives $\mathbf k\cdot\boldsymbol\delta=2\pi(m_1\kappa_1+m_2\kappa_2)$, and each pair $\pm\boldsymbol\delta$ adds up to twice a cosine:

$$\varepsilon(\kappa)=-2t\,F(\kappa_1,\kappa_2),\qquad F=\cos2\pi\kappa_1+\cos2\pi\kappa_2+\cos2\pi(\kappa_1+\kappa_2).$$

The energy has period 1 in each $\kappa_j$, so mesh indices count modulo $N$ on an $N\times N$ mesh. The band runs from $-6t$ to $3t$: $F\le3$ is plain, and $F\ge-3/2$ follows from $|1+e^{2\pi i\kappa_1}+e^{-2\pi i\kappa_2}|^2=3+2F\ge0$.

On the $3\times3$ mesh each cosine is $1$ when its index ($n_1$, $n_2$ or $n_1+n_2$) is divisible by 3 and $-1/2$ otherwise. At $(0,0)$ all three cosines are 1, so $F=3$ and $\varepsilon=-6t$. At $(1,1)$ and $(2,2)$ no index is divisible by 3, so $F=-3/2$ and $\varepsilon=3t$. At each of the other six points exactly one index is divisible by 3, so $F=1-\tfrac12-\tfrac12=0$.

Symmetry reduction rests on regrouping a sum. Let an integer matrix $T$ of finite order map the mesh onto itself. The points fall into orbits $O=\{n,Tn,T^2n,\dots\}$, which do not overlap and cover the mesh, so $\langle f\rangle=N^{-2}\sum_O\sum_{n\in O}f(n)$. If $f$ is constant on every orbit, the inner sum is the orbit size $|O|$ times the value at any one member $n_O$:

$$\langle f\rangle=\frac1{N^2}\sum_O|O|\,f(n_O).$$

The action on direct coordinates is read off from the rotated basis vectors. The vectors $\mathbf a_1$, $\mathbf a_2$ and $-\mathbf a_1-\mathbf a_2$ point along $0^\circ$, $120^\circ$ and $240^\circ$, so $R\mathbf a_1=\mathbf a_2$ and $R\mathbf a_2=-\mathbf a_1-\mathbf a_2$. Then $R\mathbf r=x_1\mathbf a_2+x_2(-\mathbf a_1-\mathbf a_2)=-x_2\mathbf a_1+(x_1-x_2)\mathbf a_2$, which is $x\to Wx$ with

$$W=\begin{pmatrix}0&-1\\1&-1\end{pmatrix}.$$

## A tempting solution

The argument runs as follows. The same rotation $R$ turns $\mathbf r$ and $\mathbf k$, the reciprocal lattice is hexagonal like the direct one, and $W$ is the matrix of $R$ in reduced coordinates. So $\kappa\to W\kappa$, that is $(\kappa_1,\kappa_2)\to(-\kappa_2,\ \kappa_1-\kappa_2)$.

The matrix seems fit for the task. It has integer entries, so it maps the mesh into itself. Its determinant is $0\cdot(-1)-(-1)\cdot1=1$, so it preserves area in the zone. Applying the map twice gives $(\kappa_2-\kappa_1,\,-\kappa_1)$, and a third application gives $(\kappa_1,\ \kappa_2-\kappa_1+\kappa_1)=(\kappa_1,\kappa_2)$, so $W^3=1$ as a threefold rotation requires.

For (b) this gives $WK=(-1/3,0)$.

For (c), the map $n\to(-n_2,\ n_1-n_2)$ modulo 3 fixes $(0,0)$, $(1,2)$ and $(2,1)$; for instance $(1,2)\to(-2,-1)\equiv(1,2)$. The other six points form two cycles,

$$(0,1)\to(2,2)\to(1,0)\to(0,1),\qquad(0,2)\to(1,1)\to(2,0)\to(0,2).$$

There are 5 points with weights $1,1,1,3,3$, which add up to 9. A loop over $n_1$ and then $n_2$ meets $(0,1)$ and $(0,2)$ first in the two cycles, and both have zero energy. With these representatives,

$$\langle\varepsilon\rangle=\frac{-6t+0+0+3\cdot0+3\cdot0}{9}=-\frac{2t}{3}=-0.667\ \text{eV},\qquad\langle\varepsilon^2\rangle=\frac{36t^2}{9}=4\ \text{eV}^2 .$$

For (d) the argument ends by saying that the question is empty, since the two matrices are one.

## Where it breaks

The nine energies can be added without any symmetry: $(-6t+3t+3t)/9=0$. This is the exact zone average. On an $N\times N$ mesh the average of $e^{2\pi i(m_1n_1+m_2n_2)/N}$ is a product of two geometric sums, equal to 1 when $N$ divides both $m_1$ and $m_2$ and to 0 otherwise. The neighbour vectors have $m=\pm(1,0),\pm(0,1),\pm(1,1)$, so $\langle\varepsilon\rangle=0$ for every $N\ge2$. With one orthonormal orbital per cell, the zone average of the single band is the diagonal element of the Hamiltonian, here the on-site energy, and hopping cannot shift it. In $\varepsilon^2=t^2\sum_{\boldsymbol\delta,\boldsymbol\delta'}e^{i\mathbf k\cdot(\boldsymbol\delta+\boldsymbol\delta')}$ the components of $m+m'$ are at most 2 in size, so for $N\ge3$ only the six terms $\boldsymbol\delta'=-\boldsymbol\delta$ survive and $\langle\varepsilon^2\rangle=6t^2$. The direct sum agrees: $(36+9+9)t^2/9=6t^2$. The tempting solution misses $\langle\varepsilon\rangle$ by $0.667$ eV and gives a $\langle\varepsilon^2\rangle$ that is one third below the exact $6$ eV$^2$.

The answer also depends on a choice that should be free. Each of the two cycles holds the energies $0,0,3t$. If the member with $3t$ represents one cycle, the average is $(-6t+9t)/9=t/3=0.333$ eV. If such members represent both, it is $(-6t+18t)/9=4t/3=1.333$ eV. Of the $3\times3=9$ possible choices, $2\times2=4$ give $-2t/3$, $2\times1+1\times2=4$ give $t/3$, and one gives $4t/3$.

So the condition of the reduction formula, that $f$ be constant on each orbit, is violated. The band is not to blame. Because $R$ is orthogonal, $R\mathbf k\cdot\boldsymbol\delta=\mathbf k\cdot R^{-1}\boldsymbol\delta$, and $R^{-1}$ only reorders the six neighbours, so $\varepsilon(R\mathbf k)=\varepsilon(\mathbf k)$. The derivation of $W$ is also sound. The fault lies in the phrase "the matrix of $R$ in reduced coordinates". A linear map has a matrix only relative to a basis. $W$ lists the components of $R\mathbf a_j$ along the $\mathbf a_i$, while $\kappa$ refers to the $\mathbf b_j$, and these enclose a different angle. Solving $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$ in the plane gives

$$\mathbf b_1=\frac{2\pi}{a}\left(1,\tfrac1{\sqrt3}\right),\qquad\mathbf b_2=\frac{2\pi}{a}\left(0,\tfrac2{\sqrt3}\right),$$

as four dot products confirm: $\mathbf a_1\cdot\mathbf b_1=2\pi$, $\mathbf a_2\cdot\mathbf b_1=2\pi(-\tfrac12+\tfrac12)=0$, $\mathbf a_1\cdot\mathbf b_2=0$, $\mathbf a_2\cdot\mathbf b_2=2\pi$. Both have $|\mathbf b|^2=(4\pi^2/a^2)(4/3)=16\pi^2/3a^2$, so $|\mathbf b|=2.418$ Å$^{-1}$, and $\mathbf b_1\cdot\mathbf b_2=(4\pi^2/a^2)(2/3)=|\mathbf b|^2/2$. They point along $30^\circ$ and $90^\circ$ and enclose $60^\circ$, where $\mathbf a_1$ and $\mathbf a_2$ enclose $120^\circ$.

## The right solution

### (a) The two matrices

Let $A$ and $B$ be the matrices whose columns are the Cartesian components of the $\mathbf a_i$ and the $\mathbf b_j$, for any lattice. Then $\mathbf r=Ax$ and $\mathbf k=B\kappa$. The element $(i,j)$ of $A^{T}B$ is $\mathbf a_i\cdot\mathbf b_j$, so the definition of the reciprocal basis reads $A^TB=2\pi\,1$. Hence

$$B=2\pi A^{-T},\qquad B^{-1}=\frac{A^T}{2\pi},$$

where $A^{-T}$ means $(A^{-1})^T=(A^T)^{-1}$.

Let $R$ be any orthogonal matrix, proper or improper, that maps the lattice onto itself. Writing $R\mathbf r=Ax'$ gives $x'=A^{-1}RAx$, so $W=A^{-1}RA$. Column $j$ of $W$ holds the components of the lattice vector $R\mathbf a_j$, so $W$ is an integer matrix. The inverse $R^{-1}$ also maps the lattice onto itself, and its matrix is $A^{-1}R^{-1}A=W^{-1}$, which is therefore integer too. The determinants of $W$ and $W^{-1}$ are integers with product 1, so $\det W=\pm1$.

Writing $R\mathbf k=B\kappa'$ gives $\kappa'=V\kappa$ with $V=B^{-1}RB$. Inserting $B$ and $B^{-1}$, the factors $2\pi$ cancel:

$$V=A^TRA^{-T}.$$

A transposed product is the product of the transposes in reverse order, so $A^TRA^{-T}=(A^{-1}R^TA)^T$. Orthogonality means $R^T=R^{-1}$, and $A^{-1}R^{-1}A=W^{-1}$. Therefore

$$V=(W^{-1})^T=W^{-T}.$$

It is an integer matrix because $W^{-1}$ is, so $R$ maps the reciprocal lattice and every $\Gamma$-centred $N\times N\times N$ mesh onto themselves.

The same result follows from the phase of a plane wave. The product $\mathbf k\cdot\mathbf r=\kappa^TB^TAx=2\pi\kappa^Tx$ is unchanged when both vectors are turned by an orthogonal $R$. After the rotation it is $2\pi(V\kappa)^T(Wx)=2\pi\kappa^TV^TWx$. Equality for all $\kappa$ and $x$ requires $V^TW=1$, so $V^T=W^{-1}$. If $\kappa$ is kept as a row, the rule reads $\kappa^T\to\kappa^TW^{-1}$ with no explicit transpose, which is the same statement.

Orthogonality was used once in each route, and the rule fails without it. The shear $S$ that sends $(X,Y,Z)$ to $(X+Y,Y,Z)$ maps a simple cubic lattice onto itself. There $A$ and $B$ are multiples of the unit matrix, so $A^{-1}SA=B^{-1}SB=S$, while $S^{-T}$ sends $(X,Y,Z)$ to $(X,Y-X,Z)$. For such a map, applying $S$ to the Cartesian $\mathbf k$ and keeping the phase $\mathbf k\cdot\mathbf r$ fixed are two different operations.

For the hexagonal rotation, $W^3=1$ gives $W^{-1}=W^2$, and the double application found above, $(x_1,x_2)\to(x_2-x_1,-x_1)$, gives its entries:

$$W^{-1}=\begin{pmatrix}-1&1\\-1&0\end{pmatrix},\qquad V=W^{-T}=\begin{pmatrix}-1&-1\\1&0\end{pmatrix},\qquad(\kappa_1,\kappa_2)\to(-\kappa_1-\kappa_2,\ \kappa_1).$$

Geometry confirms this. Turning $\mathbf b_1$ from $30^\circ$ to $150^\circ$ gives $(2\pi/a)(-1,1/\sqrt3)=-\mathbf b_1+\mathbf b_2$, the first column $(-1,1)$. Turning $\mathbf b_2$ from $90^\circ$ to $210^\circ$ gives $-\mathbf b_1$, the second column $(-1,0)$. The band is invariant in these coordinates: with $\kappa_0=-\kappa_1-\kappa_2$, the function $F$ is the sum of the cosines of $2\pi\kappa_0$, $2\pi\kappa_1$, $2\pi\kappa_2$, and $V$ sends $(\kappa_1,\kappa_2)$ to $(\kappa_0,\kappa_1)$ and hence $\kappa_0$ to $-\kappa_0-\kappa_1=\kappa_2$, a cyclic permutation of the three arguments.

Choosing the $60^\circ$ cell does not remove the difference. With $\mathbf a_2'=\mathbf a_1+\mathbf a_2$ one has $R\mathbf a_1=\mathbf a_2=-\mathbf a_1+\mathbf a_2'$ and $R\mathbf a_2'=\mathbf a_2-\mathbf a_1-\mathbf a_2=-\mathbf a_1$. The direct matrix of that cell has the columns $(-1,1)$ and $(-1,0)$, which is the $V$ above, and its reciprocal matrix is $V^{-T}=W$. The two matrices trade places.

### When the two matrices agree

$V=W$ means $W^{-T}=W$, that is $W^TW=1$. The diagonal of this equation says that the squared entries of each column add up to 1, so an integer column has one entry $\pm1$ and zeros elsewhere. The off-diagonal part says that different columns are orthogonal, so their nonzero entries stand in different rows. Thus $V=W$ exactly when $W$ is a signed permutation matrix.

To count such operations, use the metric $G=A^TA$ with elements $\mathbf a_i\cdot\mathbf a_j$. From $AW=RA$ follows $W^TGW=A^TR^TRA=G$. Conversely, an integer $W$ with $W^TGW=G$ defines $R=AWA^{-1}$ with $R^TR=A^{-T}GA^{-1}=1$. For the simple cubic cell $G$ is a multiple of the unit matrix, and all $3!\times2^3=48$ signed permutations qualify: $V=W$ for the whole group. Let $J$ be the $3\times3$ matrix of ones. The standard fcc cell, $\mathbf a_1=\tfrac a2(0,1,1)$ and cyclic, has $G=\tfrac{a^2}4(1+J)$, and the standard bcc cell, $\mathbf a_1=\tfrac a2(-1,1,1)$ and cyclic, has $G=\tfrac{a^2}4(4\cdot1-J)$. All off-diagonal elements are equal and nonzero, so any permutation is allowed but all three signs must agree, which leaves $6\times2=12$ of the 48 operations. In the hexagonal cell the in-plane block is $\tfrac{a^2}2\begin{pmatrix}2&-1\\-1&2\end{pmatrix}$; the identity or the swap with a common sign gives 4 choices, the sign of $\mathbf a_3$ gives 2, and 8 of the 24 operations have $V=W$.

For orbits it would be enough that $W$ be the reciprocal matrix of some other operation of the group. In these cells that brings nothing new. Every $V$ preserves the reciprocal metric $G^*=B^TB=4\pi^2A^{-1}A^{-T}=4\pi^2G^{-1}$, by the same argument with $B$ in place of $A$. Since $J^2=3J$, one has $(1+J)(4\cdot1-J)=4\cdot1+(4-1-3)J=4\cdot1$, so for fcc and bcc $G$ and $G^*$ are proportional to $1+J$ and $4\cdot1-J$ in one order or the other. A $W$ that preserves both preserves their sum $5\cdot1$ and is a signed permutation. In the hexagonal plane the two metrics are proportional to $\begin{pmatrix}2&\mp1\\\mp1&2\end{pmatrix}$ with sum $4\cdot1$, and the same conclusion holds.

The inverse and the transpose do not carry the same weight. The operation $R^{-1}$ has the direct matrix $W^{-1}$ and the reciprocal matrix $(W^{-1})^{-T}=W^T$. Using $W^T$ on $\kappa$ therefore performs a true rotation, by $-120^\circ$. A group contains the inverse of each member, so the set of all $W^T$ equals the set of all $V$, and the orbits and weights for a scalar such as $\varepsilon$ are correct. The inverse matters as soon as something must be turned along with $\mathbf k$, such as the band velocity $\nabla_{\mathbf k}\varepsilon$, which at the point $B W^T\kappa$ is $R^{-1}$ and not $R$ times its value at $B\kappa$. Dropping the transpose leaves $W^{-1}$, which has the orbits of $W$. That is harmless when $W$ is a signed permutation matrix, since then $W=V$; for the hexagonal threefold rotation it changes the orbits themselves on every mesh with $N\ge3$, as part (c) shows.

Part (a) is settled: $R$ acts on $x$ by $W$ and on $\kappa$ by $V=W^{-T}$, and the two matrices agree exactly when $W$ is a signed permutation matrix, which it is not for the hexagonal threefold rotation. It remains to see what the wrong map does to lengths, to find the image of $K$, to reduce the $3\times3$ mesh correctly, and to decide whether the error disappears on finer meshes.
